**Reversible Nosé-Hoover-chain integration: measure, order and extended energy**

The program studies the Martyna-Tuckerman-Klein step for two coupled vibrations with three chain thermostats, where η_k are the thermostat variables, s = 2η₁ + η₂ + η₃, and H' is the particle energy plus the chain kinetic energy plus kT s. It asserts symbolically that the continuous flow conserves H' and the measure weighted by e^s. For the discrete map it asserts that ln det J + Δs vanishes within rounding, where J is the Jacobian matrix, and that a misplaced η update breaks this identity; the output gives 1.3×10⁻¹⁵ and −0.280. It also asserts time reversal, the Suzuki-Yoshida weight conditions, fourth-order thermostat convergence with three or five weights, and second-order convergence of the complete step and of the H' error. For canonical starts it asserts that the average of exp(−ΔH'/kT) agrees with 1 within five standard errors; the output gives 1.0002 ± 0.0010. Position and kinetic moments from cold starts are asserted to agree with canonical references within five standard errors plus a 1% step-size allowance. The root-mean-square change of H' grows from 5.2×10⁻⁵ to 1.01×10⁻⁴ Ry between steps 1500 and 6000, so the second-order error at fixed time is not a bound for all times.

## Program and output

```python
"""Reversible Nose-Hoover-chain integrator with Suzuki-Yoshida substeps.

Result under test: the discrete step preserves exp(s) dq dp deta dpi exactly,
s = NF*eta_1 + eta_2 + ... + eta_M, is time reversible, and conserves
H' = p^2/(2m) + V + sum pi_k^2/(2 Q_k) + kT*s with an error of order dt^2.
Symbols: q positions, p momenta, eta_k and pi_k thermostat variables and
momenta, Q_k thermostat masses, kT temperature, NF number of momenta.
Model: V = k(x^2+y^2)/2 + g x^2 y^2. Rydberg atomic units: hbar = 1,
mass unit 2 m_e, length unit bohr, energy unit Ry, time unit hbar/Ry.
State rows: 0-1 q, 2-3 p, 4-6 eta, 7-9 pi; columns are independent copies.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp

NF, M = 2, 3
MASS, K_SPRING, G_COUPL, KT, TAU = 2000.0, 0.05, 0.5, 0.002, 200.0


def chain_masses(tau):
    return KT * tau**2 * np.array([NF, 1.0, 1.0])


Q_STD = chain_masses(TAU)
a3 = 1 / (2 - 2 ** (1 / 3))
a5 = 1 / (4 - 4 ** (1 / 3))
SY1 = [1.0]
SY3 = [a3, 1 - 2 * a3, a3]
SY5 = [a5, a5, 1 - 4 * a5, a5, a5]


def force(q):
    x, y = q
    return np.array([-K_SPRING * x - 2 * G_COUPL * x * y * y,
                     -K_SPRING * y - 2 * G_COUPL * y * x * x])


def update_pi(k, p, pi, h, Q):
    """Advance one thermostat momentum by h/2: scale, kick, scale."""
    if k == 0:
        drive = (p[0] * p[0] + p[1] * p[1]) / MASS - NF * KT
    else:
        drive = pi[k - 1] * pi[k - 1] / Q[k - 1] - KT
    if k < M - 1:
        scale = np.exp((-h / (4 * Q[k + 1])) * pi[k + 1])
        pi[k] = (pi[k] * scale + (h / 2) * drive) * scale
    else:
        pi[k] += (h / 2) * drive


def substep(z, h, Q, late_eta=False):
    p, eta, pi = z[2:4], z[4:7], z[7:10]
    for k in reversed(range(M)):
        update_pi(k, p, pi, h, Q)
    p *= np.exp((-h / Q[0]) * pi[0])
    if not late_eta:
        eta += h * pi / Q[:, None]
    for k in range(M):
        update_pi(k, p, pi, h, Q)
    if late_eta:  # deliberately misplaced update, used as a counterexample
        eta += h * pi / Q[:, None]


def thermostat(z, t, weights, Q, late_eta=False):
    for w in weights:
        substep(z, w * t, Q, late_eta)


def md_step(z, dt, weights=SY3, Q=Q_STD, late_eta=False):
    thermostat(z, dt / 2, weights, Q, late_eta)
    z[2:4] += dt / 2 * force(z[0:2])
    z[0:2] += dt / MASS * z[2:4]
    z[2:4] += dt / 2 * force(z[0:2])
    thermostat(z, dt / 2, weights, Q, late_eta)


def s_value(z):
    return NF * z[4] + z[5] + z[6]


def extended_energy(z, Q=Q_STD):
    x, y = z[0], z[1]
    pot = K_SPRING * (x**2 + y**2) / 2 + G_COUPL * x**2 * y**2
    kin = (z[2]**2 + z[3]**2) / (2 * MASS)
    return pot + kin + (z[7:10]**2 / (2 * Q[:, None])).sum(0) + KT * s_value(z)


def start(Q=Q_STD, tau=TAU):
    pi = Q * np.array([0.6, -0.4, 0.5]) / tau
    return np.concatenate([[0.25, -0.1, 1.0, 3.0, 0, 0, 0], pi])[:, None]


# ---- Continuous invariants, symbolically; lam = 0 leaves the thermostat only
zs = sp.symbols("x y px py e1 e2 e3 t1 t2 t3", real=True)
x, y, px, py, e1, e2, e3, t1, t2, t3 = zs
m, ks, gc, kt, Q1, Q2, Q3 = sp.symbols("m k g T Q1 Q2 Q3", positive=True)
lam = sp.Symbol("lam", real=True)
V = ks * (x**2 + y**2) / 2 + gc * x**2 * y**2
s_sym = NF * e1 + e2 + e3
H_ext = ((px**2 + py**2) / (2 * m) + V + t1**2 / (2 * Q1) + t2**2 / (2 * Q2)
         + t3**2 / (2 * Q3) + kt * s_sym)
flow = [lam * px / m, lam * py / m,
        -lam * sp.diff(V, x) - px * t1 / Q1, -lam * sp.diff(V, y) - py * t1 / Q1,
        t1 / Q1, t2 / Q2, t3 / Q3,
        (px**2 + py**2) / m - NF * kt - t1 * t2 / Q2,
        t1**2 / Q1 - kt - t2 * t3 / Q3, t2**2 / Q2 - kt]
assert sp.expand(sum(sp.diff(H_ext, v) * f for v, f in zip(zs, flow))) == 0
density = sp.exp(s_sym)
assert sp.simplify(sum(sp.diff(density * f, v) for v, f in zip(zs, flow))) == 0
numbers = {m: MASS, ks: K_SPRING, gc: G_COUPL, kt: KT,
           Q1: Q_STD[0], Q2: Q_STD[1], Q3: Q_STD[2]}
ode = sp.lambdify([zs, lam], [f.subs(numbers) for f in flow], "numpy")

ry_joule = const.physical_constants["Rydberg constant times hc in J"][0]
fs_unit = const.hbar / ry_joule * 1e15
DT = 20.0
print(f"mass {MASS:.0f} (2 m_e), k {K_SPRING} Ry/bohr^2, g {G_COUPL} Ry/bohr^4")
print(f"kT {KT} Ry = {KT * ry_joule / const.k:.1f} K, chain time {TAU:.0f} hbar/Ry")
print(f"time step {DT:.0f} hbar/Ry = {DT * fs_unit:.4f} fs")
print(f"harmonic period {2 * np.pi * np.sqrt(MASS / K_SPRING):.1f} hbar/Ry")
print("Q1 Q2 Q3 (Ry (hbar/Ry)^2):", *[f"{v:.1f}" for v in Q_STD])

# ---- Suzuki-Yoshida weights
for name, w in (("three", SY3), ("five", SY5)):
    assert abs(sum(w) - 1) < 1e-13 and abs(sum(v**3 for v in w)) < 1e-13
    print(f"{name} weights:", *[f"{v:.8f}" for v in w])

# ---- One step in full
z = start()
labels = ("q (bohr)", "p (hbar/bohr)", "eta (1)", "pi (hbar)")
parts = (slice(0, 2), slice(2, 4), slice(4, 7), slice(7, 10))
before, energy_before = z.copy(), extended_energy(z)[0]
half = z.copy()
thermostat(half, DT / 2, SY3, Q_STD)
md_step(z, DT)
for label, part in zip(labels, parts):
    print(f"start {label}:", *[f"{v:.8f}" for v in before[part, 0]])
print("p after first thermostat half:", *[f"{v:.8f}" for v in half[2:4, 0]])
for label, part in zip(labels, parts):
    print(f"after one step {label}:", *[f"{v:.8f}" for v in z[part, 0]])
print(f"H' before, after (Ry): {energy_before:.10f} {extended_energy(z)[0]:.10f}")

# ---- Jacobian of the actual map by complex-step differentiation
defects = []
for late in (False, True):
    tiny = 1e-30
    zc = start() + 1j * tiny * np.eye(10)
    for _ in range(5):
        md_step(zc, 40.0, late_eta=late)
    sign, logdet = np.linalg.slogdet(zc.imag / tiny)
    assert sign > 0
    delta_s = s_value(zc.real)[0]
    defects.append(logdet + delta_s)
    if not late:
        print(f"5 steps of 40: ln det J {logdet:.10f}, change of s {delta_s:.10f}")
assert abs(defects[0]) < 1e-10 and abs(defects[1]) > 1e-5
print(f"ln det J + change of s: {defects[0]:.1e}; eta moved late: {defects[1]:.3e}")

# ---- Time reversal
z = start()
flip = np.array([1, 1, -1, -1, 1, 1, 1, -1, -1, -1.0])[:, None]
for _ in range(50):
    md_step(z, DT)
z *= flip
for _ in range(50):
    md_step(z, DT)
return_error = np.max(np.abs(z * flip - start()))
assert return_error < 1e-9
print(f"largest return error after 50 + 50 steps: {return_error:.1e}")

# ---- Convergence orders against an independent differential-equation solver


def trajectory_errors(total, steps, weights, full):
    ref = solve_ivp(lambda t, u: ode(u, float(full)), (0, total), start()[:, 0],
                    method="DOP853", rtol=1e-11, atol=1e-13).y[:, -1]
    errors = []
    for h in steps:
        z = start()
        for _ in range(round(total / h)):
            if full:
                md_step(z, h, weights)
            else:
                thermostat(z, h, weights, Q_STD)
        errors.append(np.linalg.norm(z[:, 0] - ref))
    return errors


thermo_errors = {}
for name, w, full, total, expected in (
        ("thermostat, 1 weight", SY1, False, 400.0, 2),
        ("thermostat, 3 weights", SY3, False, 400.0, 4),
        ("thermostat, 5 weights", SY5, False, 400.0, 4),
        ("complete step, 3 weights", SY3, True, 1200.0, 2)):
    err = trajectory_errors(total, (20.0, 10.0), w, full)
    order = np.log2(err[0] / err[1])
    assert abs(order - expected) < 0.4, (name, order)
    thermo_errors[name] = err[0]
    print(f"{name}: errors at 20, 10: {err[0]:.2e} {err[1]:.2e}, order {order:.2f}")
assert thermo_errors["thermostat, 3 weights"] < thermo_errors["thermostat, 1 weight"]

# ---- Error of the extended energy against the time step


def energy_error(dt, weights, Q=Q_STD, tau=TAU, total=2400.0):
    z = start(Q, tau)
    initial, worst = extended_energy(z, Q)[0], 0.0
    for _ in range(round(total / dt)):
        md_step(z, dt, weights, Q)
        worst = max(worst, abs(extended_energy(z, Q)[0] - initial))
    return worst


energy_errors = [energy_error(dt, SY3) for dt in (20.0, 10.0, 5.0)]
energy_orders = np.log2(np.array(energy_errors[:-1]) / energy_errors[1:])
assert np.all(np.abs(energy_orders - 2) < 0.3), energy_orders
print("max H' error, dt 20 10 5 (Ry):", *[f"{v:.3e}" for v in energy_errors])
print("orders of the H' error:", *[f"{v:.2f}" for v in energy_orders])
fast_tau = 40.0
fast = [energy_error(DT, w, chain_masses(fast_tau), fast_tau) for w in (SY1, SY3, SY5)]
print(f"chain time {fast_tau:.0f}, dt 20, max H' error for 1, 3, 5 weights (Ry):")
print("   ", *[f"{v:.3e}" for v in fast])

# ---- Exponential average of the H' error for canonical initial data
rng = np.random.default_rng(12345)
copies = 40000
trial = rng.normal(size=(2, 2 * copies)) * np.sqrt(KT / K_SPRING)
accepted = rng.random(2 * copies) < np.exp(-G_COUPL * trial[0]**2 * trial[1]**2 / KT)
positions = trial[:, accepted][:, :copies]
assert positions.shape[1] == copies
z = np.concatenate([positions, rng.normal(size=(2, copies)) * np.sqrt(MASS * KT),
                    np.zeros((3, copies)),
                    rng.normal(size=(3, copies)) * np.sqrt(Q_STD * KT)[:, None]])
initial = extended_energy(z)
for _ in range(30):
    md_step(z, 80.0)
work = (extended_energy(z) - initial) / KT
boltz = np.exp(-work)
boltz_err = boltz.std() / np.sqrt(copies)
work_err = work.std() / np.sqrt(copies)
assert np.all(np.isfinite(work))
assert abs(boltz.mean() - 1) < 5 * boltz_err
assert work.mean() > 3 * work_err
assert abs(work.mean() - work.var() / 2) < 5 * work_err
print(f"{copies} canonical starts, 30 steps of 80 hbar/Ry:")
print(f"mean exp(-dH'/kT): {boltz.mean():.5f} +- {boltz_err:.5f}")
print(f"mean dH'/kT: {work.mean():.5f} +- {work_err:.5f}")
print(f"half the variance of dH'/kT: {work.var() / 2:.5f}")

# ---- Canonical averages from cold starts; reference by quadrature
grid = np.linspace(-1.8, 1.8, 601)
gx, gy = np.meshgrid(grid, grid)
boltzmann = np.exp(-(K_SPRING * (gx**2 + gy**2) / 2 + G_COUPL * gx**2 * gy**2) / KT)
x2_exact = (gx**2 * boltzmann).sum() / boltzmann.sum()
replicas, steps, discard = 400, 6000, 1000
z = np.concatenate([rng.normal(size=(2, replicas)) * 0.5 * np.sqrt(KT / K_SPRING),
                    rng.normal(size=(2, replicas)) * 0.5 * np.sqrt(MASS * KT),
                    np.zeros((3, replicas)),
                    rng.normal(size=(3, replicas)) * np.sqrt(Q_STD * KT)[:, None]])
initial = extended_energy(z)
sums = np.zeros((3, replicas))
for n in range(1, steps + 1):
    md_step(z, DT)
    if n > discard:
        kin = (z[2]**2 + z[3]**2) / (2 * MASS * KT)
        sums += np.array([(z[0]**2 + z[1]**2) / 2, kin, kin**2])
    if n == steps // 4:
        spread_quarter = np.sqrt(np.mean((extended_energy(z) - initial)**2))
spread_end = np.sqrt(np.mean((extended_energy(z) - initial)**2))
means = sums / (steps - discard)
print(f"{replicas} cold starts, {steps} steps of 20, first {discard} discarded:")
# The kinetic energy of NF momenta follows a gamma law of shape NF/2.
targets = (x2_exact, NF / 2, NF / 2 * (NF / 2 + 1))
bias = DT**2 * K_SPRING / MASS  # allowance for the second-order step-size bias
for label, row, target in zip(("<x^2> (bohr^2)", "<K>/kT", "<K^2>/(kT)^2"),
                              means, targets):
    stat = row.std(ddof=1) / np.sqrt(replicas)
    assert abs(row.mean() - target) < 5 * stat + bias * target, label
    print(f"{label}: {row.mean():.5f} +- {stat:.5f}, reference {target:.5f}")
assert spread_end > 1.1 * spread_quarter
print(f"rms H' change at step {steps // 4}: {spread_quarter:.3e} Ry")
print(f"rms H' change at step {steps}: {spread_end:.3e} Ry")
print("checks complete")
```

Running it gives:

```
mass 2000 (2 m_e), k 0.05 Ry/bohr^2, g 0.5 Ry/bohr^4
kT 0.002 Ry = 315.8 K, chain time 200 hbar/Ry
time step 20 hbar/Ry = 0.9676 fs
harmonic period 1256.6 hbar/Ry
Q1 Q2 Q3 (Ry (hbar/Ry)^2): 160.0 80.0 80.0
three weights: 1.35120719 -1.70241438 1.35120719
five weights: 0.41449077 0.41449077 -0.65796309 0.41449077 0.41449077
start q (bohr): 0.25000000 -0.10000000
start p (hbar/bohr): 1.00000000 3.00000000
start eta (1): 0.00000000 0.00000000 0.00000000
start pi (hbar): 0.48000000 -0.16000000 0.20000000
p after first thermostat half: 0.96987687 2.90963062
after one step q (bohr): 0.25819877 -0.06977869
after one step p (hbar/bohr): 0.65700515 3.00652349
after one step eta (1): 0.06234482 -0.04025993 0.04580798
after one step pi (hbar): 0.51749201 -0.16151428 0.16648359
H' before, after (Ry): 0.0057550000 0.0057520205
5 steps of 40: ln det J -1.0749505014, change of s 1.0749505014
ln det J + change of s: 1.3e-15; eta moved late: -2.796e-01
largest return error after 50 + 50 steps: 3.7e-14
thermostat, 1 weight: errors at 20, 10: 5.56e-03 1.39e-03, order 2.00
thermostat, 3 weights: errors at 20, 10: 1.43e-04 8.88e-06, order 4.01
thermostat, 5 weights: errors at 20, 10: 4.78e-06 2.98e-07, order 4.00
complete step, 3 weights: errors at 20, 10: 4.25e-02 1.07e-02, order 2.00
max H' error, dt 20 10 5 (Ry): 1.858e-05 4.552e-06 1.133e-06
orders of the H' error: 2.03 2.01
chain time 40, dt 20, max H' error for 1, 3, 5 weights (Ry):
    2.027e-03 1.511e-03 1.034e-04
40000 canonical starts, 30 steps of 80 hbar/Ry:
mean exp(-dH'/kT): 1.00020 +- 0.00103
mean dH'/kT: 0.02019 +- 0.00105
half the variance of dH'/kT: 0.02187
400 cold starts, 6000 steps of 20, first 1000 discarded:
<x^2> (bohr^2): 0.02980 +- 0.00006, reference 0.02962
<K>/kT: 1.00277 +- 0.00176, reference 1.00000
<K^2>/(kT)^2: 2.01610 +- 0.00765, reference 2.00000
rms H' change at step 1500: 5.152e-05 Ry
rms H' change at step 6000: 1.009e-04 Ry
checks complete
```
